# Grain-boundary barrier from the resistivity ratio by the lower Lambert branch

## Problem

An oxide ceramic conducts by oxygen vacancies of charge $ze$, with $z=2$ and $e>0$. The core of a grain boundary carries positive charge, so vacancies are repelled from a layer of thickness $\lambda$ on either side. At $T=600$ K the resistivity averaged over the full width $2\lambda$ is $R=10^4$ times the resistivity of the grain interior. What is the electrostatic potential $\phi_0$ of the core relative to the grain interior?

The acceptors that compensate the vacancies are immobile, singly negative and uniformly distributed with density $N$. The vacancies are dilute, have a uniform mobility and carry all the current. The applied voltage is small, and the core has no resistance of its own. Inside the layer the vacancy charge is neglected beside that of the acceptors; this is the Mott–Schottky approximation.

The definition of $R$ matters. If a boundary of area $A$ has resistance $R_{\rm b}$ and the bulk resistivity is $\rho_{\rm bulk}$, then $R=R_{\rm b}A/(2\lambda\rho_{\rm bulk})$. Dividing by the grain size or the sample length instead of $2\lambda$ gives a different, much smaller number, to which the formulas below do not apply.

For lengths and fields, take rough values in the regime of lightly acceptor-doped ceria: relative permittivity 30, $N=10^{19}$ cm$^{-3}$ and cubic lattice parameter 0.541 nm.

## First estimate by scaling

A vacancy at the core has the extra energy $ze\phi_0$. Its concentration there is lower than in the bulk by the Boltzmann factor $e^{-u}$, where

$$u=\frac{ze\phi_0}{kT}.$$

If the whole layer were as resistive as its most resistive point, then $R\sim e^{u}$ and

$$\phi_0\sim\frac{kT}{ze}\ln R .$$

At 600 K, $kT=0.0517$ eV and $kT/(ze)=0.02585$ V. With $\ln 10^4=9.21$ the estimate is $0.02585\times9.21=0.238$ V.

This estimate must be too low. Most of the layer is less resistive than its top, so a given average requires a higher top. How much higher depends on the shape of the potential.

## Solution

**Potential.** Put the core at $x=0$ and consider the side $0<x<\lambda$. The charge density is $-eN$, so Poisson's equation, $\phi''=-(\text{charge density})/\varepsilon$, reads

$$\phi''=\frac{eN}{\varepsilon}.$$

The grain beyond $x=\lambda$ is neutral and field-free, and its potential is the zero of $\phi$. Hence $\phi'(\lambda)=\phi(\lambda)=0$. Two integrations starting from $\lambda$ give

$$\phi'=-\frac{eN}{\varepsilon}(\lambda-x),\qquad
\phi=\frac{eN}{2\varepsilon}(\lambda-x)^2 .$$

Setting $x=0$ gives $\phi_0=eN\lambda^2/(2\varepsilon)$, so that

$$\phi=\phi_0\left(1-\frac{x}{\lambda}\right)^2,\qquad \lambda=\sqrt{\frac{2\varepsilon\phi_0}{eN}} .$$

**Local resistivity.** For dilute vacancies of concentration $c$ the electrochemical potential is $\tilde\mu=\text{const}+kT\ln c+ze\phi$. In equilibrium it is uniform, which gives

$$\frac{c(x)}{c_{\rm bulk}}=e^{-ze\phi(x)/kT}.$$

A small current density $j$ obeys $j=-(\sigma/ze)\,d\tilde\mu/dx$. This includes both drift and diffusion. In the steady state $j$ is the same at every $x$, so the drop of $\tilde\mu/(ze)$ across the layer is $j\int dx/\sigma(x)$. To first order in the voltage, $\sigma$ may be given its equilibrium value. The slices therefore add in series, with local resistivity $1/\sigma\propto 1/c$.

**Average.** The two sides are equal, so the average over $2\lambda$ equals the average over one side. With $s=1-x/\lambda$ and $dx=-\lambda\,ds$,

$$R=\frac1\lambda\int_0^\lambda e^{ze\phi/kT}dx=\int_0^1 e^{us^2}ds. \tag{1}$$

The permittivity and the doping have dropped out: they fix the width of the layer but not its average. In terms of the Dawson function $D(y)=e^{-y^2}\int_0^y e^{t^2}dt$, the substitution $t=\sqrt u\,s$ gives

$$R=\frac{e^uD(\sqrt u)}{\sqrt u}. \tag{2}$$

**High barrier.** When $u\gg1$ the integral is dominated by $s$ near 1. Let $w=u(1-s^2)$. Then $s=\sqrt{1-w/u}$ and $ds=-dw/(2us)$, so

$$R=\frac{e^u}{2u}\int_0^u\frac{e^{-w}}{\sqrt{1-w/u}}\,dw .$$

The factor $e^{-w}$ restricts the integral to $w$ of order one. Expand the root as $1+w/(2u)+3w^2/(8u^2)+\dots$, extend the upper limit to infinity at exponentially small cost, and use $\int_0^\infty w^ne^{-w}dw=n!$:

$$R\sim\frac{e^u}{2u}\left(1+\frac1{2u}+\frac3{4u^2}+\dots\right). \tag{3}$$

**Inversion.** The leading term gives $e^u=2Ru$. Multiplying by $-e^{-u}/(2R)$ and exchanging the sides yields

$$(-u)\,e^{-u}=-\frac1{2R}.$$

The Lambert function is defined by $W(y)e^{W(y)}=y$. Hence $-u=W(-1/(2R))$, with the branch still to be chosen.

The function $we^w$ has its minimum, $-1/e$, at $w=-1$. A real solution therefore needs $1/(2R)\le1/e$, that is $R\ge e/2\approx1.36$. Above this threshold there are two solutions. The principal branch $W_0$ has $w>-1$, hence $u<1$; the lower branch $W_{-1}$ has $w<-1$, hence $u>1$.

For $R=10^4$ the argument is $-5\times10^{-5}$, and the principal branch gives $u=5\times10^{-5}$. This solves the leading-term equation, but that equation was derived for $u\gg1$. Put back into (1), this $u$ gives $R\approx1+u/3=1.000017$, not $10^4$: it describes a boundary with almost no barrier. The physical solution is

$$\boxed{\phi_0=-\frac{kT}{ze}\,W_{-1}\!\left(-\frac1{2R}\right)} \tag{4}$$

**Numbers.** The lower branch can be found by hand from the logarithm of $e^u=2Ru$,

$$u=\ln(2R)+\ln u .$$

Starting from $u=\ln(2\times10^4)=9.90$, repeated substitution gives 12.20, 12.40, 12.42. Each step multiplies the error by about $1/u\approx0.08$, because that is the derivative of the right-hand side. The converged value is $u=12.423$, and

$$\phi_0=12.423\times0.02585\ \text{V}=0.321\ \text{V}.$$

The barrier is about 0.32 V, and the energy of a vacancy at its top is $ze\phi_0=0.64$ eV.

**Error of the leading term.** At $u=12.423$ the full expression (2) gives $R=10466$, which is 4.7% above the prescribed value. The first correction in (3), $1/(2u)=4.0\%$, accounts for most of this. To restore $R=10^4$, $u$ must fall slightly. From $\ln R=u-\ln(2u)$,

$$\frac{d\ln R}{du}=1-\frac1u, \tag{5}$$

so $\delta u\approx-\ln(1.0466)/(1-1/12.423)=-0.0495$. Numerical root-finding on (2) gives $u=12.373$ and $\phi_0=0.320$ V. The asymptotic formula is thus 1.3 mV too high within this model.

## Comparison of the two

The scaling estimate, 0.238 V, lies 26% below the solution (4). The equation $u=\ln R+\ln(2u)$ shows what is missing:

$$\Delta\phi_0=\frac{kT}{ze}\ln(2u)=0.02585\times3.21\ \text{V}=0.083\ \text{V}.$$

The factor $2u\approx25$ is geometrical. Near the core $us^2\approx u-2ux/\lambda$, so the resistivity falls by a factor $e$ over the distance $\lambda/(2u)$. The layer behaves as if this thin part had the full resistivity $e^u$ and the rest had none. With $\lambda=10.3$ nm, the distance is 0.415 nm. A purely exponential fall would put $1-1/e=63\%$ of the resistance within it; the parabolic profile puts 61% there.

The relative error of the scaling estimate is $\ln(2u)/u$. It tends to zero for very high barriers, but slowly, so the prefactor cannot be dropped at ordinary ratios.

Equation (5) also gives the sensitivity to the data,

$$\frac{d\phi_0}{d\ln R}=\frac{kT}{ze}\,\frac1{1-1/u}.$$

Doubling $R$ at fixed temperature raises $\phi_0$ by only 0.019 V. A crude resistivity ratio therefore still gives a fair barrier. The charge number matters more: at the same $R$ and $T$, $u$ is unchanged and $\phi_0\propto1/z$, so singly charged carriers would need 0.64 V.

**A second case: varying temperature.** Suppose that $\phi_0$ stays fixed while $T$ changes. With $\beta=1/kT$ and $u=ze\phi_0\beta$, equation (5) gives

$$\frac{d\ln R}{d\beta}=ze\phi_0\left(1-\frac1u\right)=0.64\times0.92\ \text{eV}=0.59\ \text{eV}.$$

The activation energy of the ratio is smaller than the barrier energy by about $kT$ (to leading order in $1/u$), because the resistive part of the layer widens as $T$ rises. If the core charge adjusts and $\phi_0$ varies with $T$, this slope no longer measures the barrier in this way.

## What the model leaves out

The effects below are treated separately. Where a new barrier is computed, it is for $R=10^4$ and is to be compared with 0.320 V, the value from the full integral.

**Vacancy charge in the layer.** Neutrality fixes the bulk vacancy density at $N/z$. If the vacancies are kept in the charge density, it becomes $-eN(1-e^{-v})$, where $v(x)=ze\phi(x)/kT$. Then

$$v''=\frac{1-e^{-v}}{L^2},\qquad L^2=\frac{\varepsilon kT}{ze^2N}.$$

Multiplying by $v'$ and integrating from the bulk, where $v=v'=0$, gives $v'^2=2F/L^2$ with $F=v-1+e^{-v}$. Near the core $F\approx u-1$ instead of $u$. The potential is less steep there, the resistive part is wider by a factor of about $1+1/(2u)$, and a slightly lower barrier suffices. To keep the same definition of $R$, retain the nominal width $\lambda=L\sqrt{2u}$ and write the resistance as that of bulk material plus an excess:

$$R=1+\frac1{\sqrt{2u}}\int_0^u\frac{e^v-1}{\sqrt{2F(v)}}\,dv .$$

Quadrature and root-finding give 0.3185 V, a change of about $-1$ mV.

**Discrete lattice planes.** The length 0.415 nm is not much larger than the spacing of oxygen planes, $a=0.27$ nm for a boundary normal to a cube axis. Let $u_j$ be the value of $ze\phi/kT$ on plane $j$. For a hop over a symmetric saddle point, the equilibrium exchange rate is proportional to $e^{-u_j}e^{-(u_{j+1}-u_j)/2}=e^{-(u_j+u_{j+1})/2}$. The hop resistance is its inverse, and (1) becomes

$$R=\frac a\lambda\sum_j e^{(u_j+u_{j+1})/2}.$$

With a plane at the core centre the barrier is then 0.3203 V. If the core lies midway between two planes, the corresponding sum over both sides gives 0.3214 V. In the second case the central saddle lies on the cusp of $\phi$, where the mean of the two plane values understates the potential; taking $\phi$ at each saddle position instead gives 0.3189 V. The continuum treatment thus costs 0.4 mV in the first case and 1 to 1.5 mV in the second, where the sign depends on the hop model.

**A resistive core.** Suppose that a core of total width $b=0.5$ nm conducts as poorly as the top of the barrier. It adds $b\,e^u/(2\lambda)$ to $R$. More of the given resistance is then explained without a high barrier, and $\phi_0$ falls to 0.307 V.

**Random acceptor positions.** The mean acceptor spacing is $N^{-1/3}=4.6$ nm, not small beside $\lambda$, so the core potential varies along the boundary. To estimate the variation, treat the neutral grains as grounded planes at $x=\pm\lambda$. Take a charge of magnitude $e$ at position $x$, and Fourier-transform its midplane potential along the boundary with wavenumber $k$. By reciprocity this equals the potential at $x$ of a charge in the midplane:

$$G_k(x)=\frac{e\,\sinh k(\lambda-|x|)}{2\varepsilon k\cosh k\lambda}.$$

This vanishes at $\pm\lambda$, and its slope jumps by $-e/\varepsilon$ at $x=0$, as Poisson's equation requires. For independent random positions the variance is $\sigma^2=N\int dx\int d^2k\,G_k^2/(2\pi)^2$. Using $\int_{-\lambda}^{\lambda}\sinh^2k(\lambda-|x|)\,dx=\sinh(2k\lambda)/(2k)-\lambda$ and $q=k\lambda$,

$$\sigma^2=\frac{Ne^2\lambda}{8\pi\varepsilon^2}\int_0^\infty\left(\frac{\tanh q}{q^2}-\frac{1}{q\cosh^2q}\right)dq=\frac{Ne^2\lambda}{8\pi\varepsilon^2}.$$

The integrand is the derivative of $-\tanh q/q$, so the integral equals 1. The result is $\sigma=0.039$ V.

If different spots conduct in parallel and the fluctuations $\delta$ are Gaussian, the mean conductance is raised by $\langle e^{-ze\delta/kT}\rangle=e^{(ze\sigma/kT)^2/2}$. The low spots carry most of the current, and the mean barrier exceeds the inferred one by

$$\frac{ze\sigma^2}{2kT}=0.029\ \text{V}.$$

This is a rough estimate, not a bound. Few acceptors contribute, and the current need not flow in independent parallel channels. The Gaussian form also underweights spots close to an acceptor: averaging the midplane Boltzmann factor over random point charges in the same continuum, with a closest approach of 0.23 nm, gives about twice the Gaussian value. That factor depends strongly on the cutoff (about 3 at 0.20 nm, 1.3 at 0.40 nm). It also overstates the shift, because a small low spot is in series with the rest of the layer and passes less current than its midplane value suggests.

**Electrons.** The positive core attracts electrons, whose density rises as $e^{e\phi/kT}=e^{us^2/2}$. Let $t$ be the ratio of electronic to vacancy conductivity in the bulk. For a separate parallel path with uniform electron mobility, the layer's electronic resistivity, in units of the bulk vacancy resistivity, is $t^{-1}\int_0^1e^{-us^2/2}ds$. It equals $10^4$ at $t=3.6\times10^{-5}$. Even a small electronic conductivity can therefore bypass the barrier, and (4) would then return too low a value.

## Beside a real ceramic

The chosen acceptor density replaces about 0.04% of the cations, far below the roughly 10–20% used in ceria electrolytes. At 10% and the same $\phi_0$, the scaling $\lambda\propto N^{-1/2}$ would give a layer of about 0.6 nm, for which neither a continuous potential nor dilute vacancies is credible. In the lightly doped regime, barriers of a few tenths of a volt are a reasonable rough scale. Real boundaries break the assumptions of a uniform acceptor charge and a core without resistance. In the estimates made here, random acceptor positions raise the mean barrier by some hundredths of a volt and a resistive core lowers the result by about 0.01 V. Both shifts are far larger than the error of the asymptotic formula. Acceptors that gather at the boundary during sintering would change the potential profile itself, and that effect is not included. Under reducing conditions ceria also conducts by electrons. For the example treated here, the inversion may then be used only if $t$ is well below $3.6\times10^{-5}$.
